# LS to jj transformation for two electrons

## The recoupling coefficient and exchange

Take two electrons in the same p shell and ask for the state with total angular momentum $J=1$. In LS coupling the exclusion principle leaves one such level, $^3P_1$. In jj coupling it leaves one pair of subshells, $(3/2,1/2)$. Two complete descriptions, each with a single state, must describe the same state, so their overlap must have modulus 1. The ordinary coefficient for recoupling four angular momenta gives 0.7071 instead. Used as it stands, it says that half of the state is missing, and the spin-orbit energy of this level computed with it is half the true value. The recoupling coefficient is correct, but it refers to electrons that carry labels. For equivalent electrons in different j subshells, antisymmetry supplies a further factor $\sqrt2$.

Let electron $i$ have orbital angular momentum $l_i$, spin $s_i=1/2$ and total angular momentum $j_i$. The totals are $L$, $S$ and $J$, and $M$ is the projection of $J$. Angular momenta are in units of $\hbar$. In $|(ls)j\mu\rangle$ the orbital momentum is coupled before the spin, and in every two-electron product the first label belongs to electron 1. The two coupling schemes are

$$|(l_1l_2)L,(s_1s_2)S;JM\rangle ,\qquad |(l_1s_1)j_1,(l_2s_2)j_2;JM\rangle .$$

Their overlap is the recoupling coefficient $T$. For the present the radial functions are the same on both sides, so they contribute a factor 1 and only angles and spins matter.

The signs rest on the Clebsch-Gordan coefficients $\langle a\alpha\,b\beta|c\gamma\rangle$, which are real and vanish unless $\alpha+\beta=\gamma$. The ladder operators have positive matrix elements, and the overall sign of a multiplet is fixed by $\langle aa\,b(c-a)|cc\rangle>0$. Two symmetries are needed, and both follow from these conventions.

The first is the effect of coupling in the opposite order. Write the highest state as $|cc\rangle=\sum_\alpha x_\alpha|a\alpha\rangle|b\beta\rangle$ with $\beta=c-\alpha$. The raising operator must annihilate it. The coefficient of $|a,\alpha+1\rangle|b\beta\rangle$ in the result is therefore zero:

$$\sqrt{(a-\alpha)(a+\alpha+1)}\;x_\alpha+\sqrt{(b+\beta)(b-\beta+1)}\;x_{\alpha+1}=0 .$$

Both roots are positive, so neighbouring coefficients have opposite signs. The projection $\alpha$ runs from $c-b$, where $\beta=b$, up to $a$, which takes $a+b-c$ steps. Coupling in the order $(a,b)$ makes the coefficient at $\alpha=a$ positive, while coupling in the order $(b,a)$ makes the one at $\beta=b$ positive. The two choices differ by one sign for each step. Lowering the projection preserves that sign, hence

$$\langle b\beta\,a\alpha|c\gamma\rangle=(-1)^{a+b-c}\langle a\alpha\,b\beta|c\gamma\rangle. \tag{1}$$

The second symmetry reverses all projections. Let $U=e^{-i\pi J_y}$ be the rotation by $\pi$ about the $y$ axis. It sends $J_z$ to $-J_z$ and $J_\pm$ to $-J_\mp$, so it takes $|jm\rangle$ into $|j,-m\rangle$ with a sign that alternates with $m$. For spin 1/2, $U=-i\sigma_y$ turns the up state into plus the down state. The state $|jj\rangle$ can be represented by $2j$ up spins, which $U$ turns into $2j$ down spins. This is $|j,-j\rangle$ with a plus sign, because repeated lowering has positive coefficients. Thus

$$U|jm\rangle=(-1)^{j-m}|j,-m\rangle . \tag{2}$$

Apply $U$ to the expansion of $|c\gamma\rangle$ in products. The products acquire $(-1)^{a-\alpha+b-\beta}$ and the coupled state acquires $(-1)^{c-\gamma}$. Since $\alpha+\beta=\gamma$, the quotient of the two signs is $(-1)^{a+b-c}$, and

$$\langle a,-\alpha\;b,-\beta|c,-\gamma\rangle=(-1)^{a+b-c}\langle a\alpha\,b\beta|c\gamma\rangle. \tag{3}$$

It is convenient to pass to the 3j symbol, defined by

$$\langle a\alpha\,b\beta|c\gamma\rangle=(-1)^{a-b+\gamma}\sqrt{2c+1}\begin{pmatrix}a&b&c\\ \alpha&\beta&-\gamma\end{pmatrix}. \tag{4}$$

The exponent is an integer. Exchanging the first two columns changes the prefactor from $(-1)^{a-b+\gamma}$ to $(-1)^{b-a+\gamma}$, a relative sign $(-1)^{2a-2b}$. With (1), the 3j symbol is multiplied by $(-1)^{3a-b-c}$. This equals $(-1)^{a+b+c}$, because the exponents differ by $2(a-b-c)$ and $a-b-c$ is an integer. Reversing all projections changes the prefactor by $(-1)^{2\gamma}=(-1)^{2c}$. With (3), the 3j symbol is multiplied by $(-1)^{a+b-c+2c}=(-1)^{a+b+c}$. Both operations therefore give the same factor:

$$\begin{pmatrix}b&a&c\\ \beta&\alpha&\gamma\end{pmatrix}=\begin{pmatrix}a&b&c\\ -\alpha&-\beta&-\gamma\end{pmatrix}=(-1)^{a+b+c}\begin{pmatrix}a&b&c\\ \alpha&\beta&\gamma\end{pmatrix}. \tag{5}$$

Now consider the overlap. Both kinds of state are eigenstates of the Hermitian operators $J^2$ and $J_z$, so states with different $J$ or $M$ are orthogonal. The overlap is also independent of $M$. To see this, let $|A;M\rangle$ and $|B;M\rangle$ be members of the two multiplets with the same $J$. Each obeys $J_+|M\rangle=c_M|M+1\rangle$ with the same $c_M=\sqrt{(J-M)(J+M+1)}$. Therefore, for $M<J$,

$$\langle A;M+1|B;M+1\rangle=\frac{\langle A;M|J_-J_+|B;M\rangle}{c_M^2}=\langle A;M|B;M\rangle ,$$

because $J_-J_+$ has the eigenvalue $c_M^2$ on $|B;M\rangle$.

Let $m_i,\sigma_i,\mu_i$ be the projections of $l_i,s_i,j_i$, and $M_L,M_S$ those of $L,S$. Expanding both states in the uncoupled basis gives

$$\begin{aligned}T=\sum\;&\langle l_1m_1l_2m_2|LM_L\rangle\langle s_1\sigma_1s_2\sigma_2|SM_S\rangle\langle LM_LSM_S|JM\rangle\\&\times\langle l_1m_1s_1\sigma_1|j_1\mu_1\rangle\langle l_2m_2s_2\sigma_2|j_2\mu_2\rangle\langle j_1\mu_1j_2\mu_2|JM\rangle ,\end{aligned}\tag{6}$$

where the sum runs over all projections except $M$. Substitute (4) in each factor. The square roots combine to

$$(2J+1)\,\Pi,\qquad \Pi=\sqrt{(2L+1)(2S+1)(2j_1+1)(2j_2+1)},$$

since two of the six coefficients couple to $J$. The exponents of $-1$ add up to

$$\begin{aligned}&(l_1-l_2+M_L)+(s_1-s_2+M_S)+(L-S+M)\\&+(l_1-s_1+\mu_1)+(l_2-s_2+\mu_2)+(j_1-j_2+M)\\&=2l_1-2s_2+L-S+j_1-j_2+4M .\end{aligned}$$

Here $M_L+M_S=M$ and $\mu_1+\mu_2=M$ were used. For two electrons $M$ is an integer, so $4M$ may be dropped.

The 9j symbol is defined as a sum, over all projections, of a product of six 3j symbols, one for each row and each column of its array. Every entry has one projection, which appears with the same sign in its row and in its column:

$$\begin{aligned}\begin{Bmatrix}l_1&s_1&j_1\\l_2&s_2&j_2\\L&S&J\end{Bmatrix}=\sum&\begin{pmatrix}l_1&s_1&j_1\\m_1&\sigma_1&\nu_1\end{pmatrix}\begin{pmatrix}l_2&s_2&j_2\\m_2&\sigma_2&\nu_2\end{pmatrix}\begin{pmatrix}L&S&J\\N_L&N_S&N\end{pmatrix}\\\times&\begin{pmatrix}l_1&l_2&L\\m_1&m_2&N_L\end{pmatrix}\begin{pmatrix}s_1&s_2&S\\\sigma_1&\sigma_2&N_S\end{pmatrix}\begin{pmatrix}j_1&j_2&J\\\nu_1&\nu_2&N\end{pmatrix}.\end{aligned}\tag{7}$$

The 3j symbols obtained from (6) nearly have this form. The two that couple an electron's $l$ and $s$ contain $-\mu_1$ and $-\mu_2$, so set $\nu_i=-\mu_i$. Those that couple to $L$ and $S$ contain $-M_L$ and $-M_S$, so set $N_L=-M_L$ and $N_S=-M_S$. The remaining two are

$$\begin{pmatrix}L&S&J\\M_L&M_S&-M\end{pmatrix},\qquad\begin{pmatrix}j_1&j_2&J\\\mu_1&\mu_2&-M\end{pmatrix}.$$

Reversing their projections produces the form in (7) with $N=M$. By (5) it costs the signs $(-1)^{L+S+J}$ and $(-1)^{j_1+j_2+J}$. Added to the exponent already found, these give

$$2l_1-2s_2+2L+2j_1+2J .$$

The terms $2l_1$, $2L$ and $2J$ are even. The terms $2s_2=1$ and $2j_1$ are odd, so their difference is even. The total sign is $+1$.

Equation (6) holds for one value of $M$, whereas (7) includes a sum over $N$. Sum (6) over its $2J+1$ values of $M$. The left side becomes $(2J+1)T$, because $T$ is independent of $M$. The right side becomes $(2J+1)\Pi$ times the 9j symbol. The common factor cancels, and

$$T=\sqrt{(2L+1)(2S+1)(2j_1+1)(2j_2+1)}\begin{Bmatrix}l_1&s_1&j_1\\l_2&s_2&j_2\\L&S&J\end{Bmatrix}. \tag{8}$$

This is the normalised 9j symbol. At fixed $l_1,l_2,J$ it is an orthogonal matrix that connects all the LS products with all the jj products, since both sets are orthonormal bases of the same space of labelled electrons.

One symmetry of the 9j symbol will be needed. If its first two rows are exchanged, the row symbols in (7) are merely reordered, while each column symbol has its first two columns exchanged. Equation (5) supplies three signs, whose product is

$$(-1)^{\Sigma},\qquad \Sigma=l_1+l_2+L+s_1+s_2+S+j_1+j_2+J. \tag{9}$$

So far the electrons have been distinguishable. Let $P$ exchange them completely, in position and in spin. A physical state must obey $P\Psi=-\Psi$. Since $P^2=1$,

$$(1-P)^2=1-2P+P^2=2(1-P). \tag{10}$$

Suppose first that the electrons occupy different shells $n_1l_1$ and $n_2l_2$, whose orbitals are orthogonal through their angular or their radial parts. Let $\Phi$ be an LS product and $\Phi'$ a jj product, both with electron 1 in the first shell. Exchange places electron 1 in the second shell, so $\langle\Phi|P|\Phi\rangle=0$. By (10), $(1-P)\Phi$ has the squared norm $2\langle\Phi|1-P|\Phi\rangle=2$. The same holds for $\Phi'$. The normalised physical states are therefore $(1-P)\Phi/\sqrt2$ and $(1-P)\Phi'/\sqrt2$, and their overlap is

$$\tfrac12\langle\Phi|(1-P)^2|\Phi'\rangle=\langle\Phi|\Phi'\rangle-\langle\Phi|P|\Phi'\rangle=T. \tag{11}$$

The exchanged term vanishes because it compares electron 1 in one shell with electron 1 in the other. Antisymmetrisation changes both states but leaves their overlap unaltered. This includes two shells with equal $l$ and different $n$. For two p shells, for example, $(j_1,j_2)=(3/2,1/2)$ and $(1/2,3/2)$ are different physical states, because the shell label tells which orbital has which $j$. The plain coefficient (8) is the complete answer for inequivalent electrons.

## Equivalent electrons and intermediate coupling

The symbols carried over are these. $T$ is the normalised 9j symbol (8), the overlap of an LS product and a jj product with labelled electrons. $P$ exchanges the electrons, and $U$ is the rotation (2), which sends $|jm\rangle$ to $(-1)^{j-m}|j,-m\rangle$. Reversing the order in which $a$ and $b$ are coupled to $c$ gives the sign $(-1)^{a+b-c}$. For inequivalent electrons the physical overlap is $T$. Now let both electrons belong to one shell $nl$, with the same radial function for $j=l+1/2$ and $j=l-1/2$.

Exchange reverses the order of coupling of the two orbital momenta and of the two spins. On an LS product it therefore gives

$$P|(ll)L,(ss)S;J\rangle=(-1)^{2l-L}(-1)^{1-S}|(ll)L,(ss)S;J\rangle=-(-1)^{L+S}|(ll)L,(ss)S;J\rangle . \tag{12}$$

If $L+S$ is even, the product is already antisymmetric and normalised. If $L+S$ is odd, it is symmetric and forbidden. In jj coupling,

$$P|(j_1j_2)J\rangle=(-1)^{j_1+j_2-J}|(j_2j_1)J\rangle . \tag{13}$$

For $j_1=j_2=j$ the sign is $(-1)^{2j-J}=-(-1)^J$, because $2j$ is odd. The product is antisymmetric for even $J$ and forbidden for odd $J$. An allowed product needs no further treatment, and its overlap with an allowed LS state is $T$.

For $j_1\neq j_2$ the product is neither symmetric nor antisymmetric. Exchange turns it into a product with the subshells in the opposite order, which is orthogonal to it. As in (11), the normalised physical state is

$$|\{j_1j_2\}J\rangle=\frac{1}{\sqrt2}(1-P)|(j_1j_2)J\rangle . \tag{14}$$

The LS state, however, now satisfies $P|LS\rangle=-|LS\rangle$ without having been antisymmetrised. Since $P$ is Hermitian, it may act to the left:

$$\langle LSJ|\{j_1j_2\}J\rangle=\frac{1}{\sqrt2}\bigl(\langle LSJ|(j_1j_2)J\rangle-\langle LSJ|P|(j_1j_2)J\rangle\bigr)=\frac{T+T}{\sqrt2}=\sqrt2\,T .$$

The exchanged term, which vanished for inequivalent electrons, is here as large as the direct one. The complete transformation for equivalent electrons is

$$A=N\sqrt{(2L+1)(2S+1)(2j_1+1)(2j_2+1)}\begin{Bmatrix}l&\tfrac12&j_1\\l&\tfrac12&j_2\\L&S&J\end{Bmatrix},\qquad N=\begin{cases}1,&j_1=j_2\\\sqrt2,&j_1\ne j_2.\end{cases}\tag{15}$$

It applies to even $L+S$, and to even $J$ when $j_1=j_2$. Each unordered pair of subshells is counted once. From (13) and (14), choosing the opposite order multiplies the jj state by $-(-1)^{j_1+j_2-J}$. This changes the sign of a column of $A$ and no physical result, provided one order is kept throughout.

The row symmetry (9) shows the same structure from another side. For equivalent electrons with $L+S$ even, the sign on exchanging $j_1$ and $j_2$ is $(-1)^{2l+1+L+S+j_1+j_2+J}=-(-1)^{j_1+j_2+J}$. If $j_1=j_2$ and $J$ is odd, this equals $-1$, so $T$ is minus itself and vanishes, as the exclusion principle demands. If $j_1\neq j_2$, the two orders have coefficients of equal magnitude. The sum of $T^2$ over ordered pairs is 1, but a list of unordered pairs retains one of two equal terms. The factor $N^2=2$ restores the other.

The matrix $A$ is square and orthogonal. At fixed $J$ and $M$, the LS products span the space of two labelled electrons in the shell, and so do the jj products. Projecting either set on the antisymmetric part leaves a set that spans the antisymmetric space. In LS coupling the projection removes odd $L+S$. In jj coupling it removes odd $J$ for $j_1=j_2$ and merges the two orders for $j_1\ne j_2$. The surviving normalised states are mutually orthogonal in each scheme, so they are two orthonormal bases of one space.

The factor can be seen directly in the p shell with $J=M=2$. Write $m\pm$ for an orbital with projection $m$ and spin up or down, and $|x,y|$ for the normalised determinant. Lowering $|3/2,3/2\rangle=|1+\rangle$, and then taking the orthogonal state with the chosen phase, gives

$$\left|\tfrac32\tfrac12\right\rangle=\sqrt{\tfrac23}|0+\rangle+\sqrt{\tfrac13}|1-\rangle,\qquad\left|\tfrac12\tfrac12\right\rangle=\sqrt{\tfrac23}|1-\rangle-\sqrt{\tfrac13}|0+\rangle .$$

The LS states are the determinants $^3P_2=|1+,0+|$ and $^1D_2=|1+,1-|$. The $(3/2,1/2)$ product with $J=M=2$ has electron 1 in $|1+\rangle$ and electron 2 in $|\tfrac12\tfrac12\rangle$. Its antisymmetric form is the determinant of these two orbitals,

$$\left|\{\tfrac32\tfrac12\}2\right\rangle=-\sqrt{\tfrac13}\;{}^3P_2+\sqrt{\tfrac23}\;{}^1D_2 .$$

The unantisymmetrised product is one of the two terms of that determinant, each of which has amplitude $1/\sqrt2$. Its overlaps are smaller by this factor, and they are the values of $T$. For two $p_{3/2}$ electrons, the state with $J=M=2$ is the determinant of $|\tfrac32\tfrac32\rangle$ and $|\tfrac32\tfrac12\rangle$, or $\sqrt{2/3}\,{}^3P_2+\sqrt{1/3}\,{}^1D_2$. There the coupled product contains both orders already, and no factor is missing.

The whole p² transformation follows from (15):

| Element | 9j | $T$ | $A$ |
|---|---:|---:|---:|
| $^3P_0$, (3/2,3/2) | $-\sqrt3/36$ | −0.5774 | −0.5774 |
| $^3P_0$, (1/2,1/2) | $\sqrt6/18$ | 0.8165 | 0.8165 |
| $^1S_0$, (3/2,3/2) | $\sqrt6/12$ | 0.8165 | 0.8165 |
| $^1S_0$, (1/2,1/2) | $\sqrt3/6$ | 0.5774 | 0.5774 |
| $^3P_1$, (3/2,1/2) | $1/12$ | 0.7071 | 1.0000 |
| $^3P_2$, (3/2,3/2) | $\sqrt6/36$ | 0.8165 | 0.8165 |
| $^3P_2$, (3/2,1/2) | $-\sqrt3/36$ | −0.4082 | −0.5774 |
| $^1D_2$, (3/2,3/2) | $\sqrt{15}/60$ | 0.5774 | 0.5774 |
| $^1D_2$, (3/2,1/2) | $\sqrt{30}/60$ | 0.5774 | 0.8165 |

For $^3P_1$ the product under the root in (15) is $3\cdot3\cdot4\cdot2=72$, so $T=\sqrt{72}/12=0.7071$ and $A=\sqrt2\,T=1$. Without $N$, the squared row norms would be 0.500 for $^3P_1$, 0.833 for $^3P_2$ and 0.667 for $^1D_2$. The $J=0$ rows are unaffected, since two different $j$ cannot couple to zero.

The $^1S_0$ row has a simple form for any $l$. For $a=b=j$ and $c=0$, the two roots in the recursion that led to (1) are equal, so the coefficients have equal magnitude and alternating sign. With (2), the state is $|(jj)0\rangle=(2j+1)^{-1/2}\sum_\mu|j\mu\rangle U|j\mu\rangle$. In the same way, $^1S_0$ is $[2(2l+1)]^{-1/2}\sum_x|x\rangle U|x\rangle$, with $x$ running over all spin orbitals of the shell. This sum is unchanged by a real orthogonal change of basis, so $x$ may run over the states $|j\mu\rangle$. Hence

$$A({}^1S_0,(jj)0)=\sqrt{\frac{2j+1}{2(2l+1)}} .$$

The weights are the fractions of the shell's spin orbitals in each subshell: 2/3 and 1/3 for p electrons, approaching 1/2 each for large $l$.

The transformation is most useful when neither scheme diagonalises the Hamiltonian. Consider a model p² configuration with Slater integral $F^2=0.20$ hartree and spin-orbit constant $\zeta=0.04$ hartree. Energies are measured from twice the common one-electron energy plus $F^0$. The remaining Coulomb repulsion in the shell is $F^2\sum_q(-1)^qC_q(1)C_{-q}(2)$, where $C_q=\sqrt{4\pi/5}\,Y_{2q}$ is the rank-2 spherical harmonic scaled so that $C_0=(3\cos^2\theta-1)/2$ and $C_1=-\sqrt{3/2}\,\sin\theta\cos\theta\,e^{i\phi}$. The angular integrals are $\langle0|C_0|0\rangle=2/5$, $\langle\pm1|C_0|\pm1\rangle=-1/5$ and $\langle1|C_1|0\rangle^2=3/25$. For $^1D$, both electrons have $m=1$, so the energy is $(-1/5)^2F^2=F^2/25$. For $^3P$, the determinant $|1+,0+|$ has the direct term $-2/25$ and the exchange term $-3/25$, giving $-F^2/5$. The determinants with $M_L=M_S=0$ have diagonal elements $1/25$, $1/25$ and $4/25$. Their sum must equal that of the energies of $^3P$, $^1D$ and $^1S$, so $^1S$ lies at $2F^2/5$. The three energies are −0.040, 0.008 and 0.080 hartree.

The spin-orbit operator $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ is diagonal in jj coupling. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives

$$e_j=\frac\zeta2\left[j(j+1)-l(l+1)-\frac34\right],$$

or $e_{3/2}=0.020$ and $e_{1/2}=-0.040$ hartree. In the LS basis,

$$H_J=\operatorname{diag}(E_{LS})+A\,\operatorname{diag}(e_{j_1}+e_{j_2})\,A^{\mathsf T}. \tag{16}$$

For $J=2$ the pair energies are 0.040 for $(3/2,3/2)$ and −0.020 for $(3/2,1/2)$. The diagonal spin-orbit element of $^3P_2$ is $\tfrac23(0.040)+\tfrac13(-0.020)=0.020$. The off-diagonal element is $(0.8165)(0.5774)(0.040+0.020)=0.0283$. For $^1D_2$ the result is $\tfrac13(0.040)+\tfrac23(-0.020)=0$, as it must be. A singlet is a spatial function times the spin singlet, so the expectation value of each $\mathbf l_i\cdot\mathbf s_i$ factorises into an orbital part and $\langle\mathbf s_i\rangle$, which is zero. A vanishing mean spin alone would not suffice: it vanishes in $^3P_0$ too, where orbit and spin are correlated and the diagonal spin-orbit element is $-\zeta$. With $T$ in place of $A$, the last sum would be $\tfrac13(0.040)+\tfrac13(-0.020)=0.0067$ hartree, a spin-orbit energy for a state that can have none.

Adding the Coulomb energies gives, in hartree,

$$H_2=\begin{pmatrix}-0.0200&0.0283\\0.0283&0.0080\end{pmatrix},\qquad E=-0.0060\pm\sqrt{0.0140^2+0.0283^2}=-0.0376,\;0.0256 .$$

For $J=1$ the energy is $-0.040-0.020=-0.060$. For $J=0$ the diagonal elements are −0.080 and 0.080 and the off-diagonal element is −0.0566, so $E=\pm0.0980$. The five levels, with their larger weights in each scheme, are:

| $J$ | $E$ (hartree) | LS weight | jj weight |
|---:|---:|---|---|
| 0 | −0.0980 | $^3P_0$ 0.908 | (1/2,1/2) 0.908 |
| 1 | −0.0600 | $^3P_1$ 1 | (3/2,1/2) 1 |
| 2 | −0.0376 | $^3P_2$ 0.722 | (3/2,1/2) 0.849 |
| 2 | 0.0256 | $^1D_2$ 0.722 | (3/2,3/2) 0.849 |
| 0 | 0.0980 | $^1S_0$ 0.908 | (3/2,3/2) 0.908 |

They span 0.196 hartree, or 5.33 eV. The numerical check diagonalises the same Hamiltonian in all 15 determinants, without using $A$, and finds the same levels.

At these parameters jj labels describe the $J=2$ levels better than LS labels, while for $J=0$ the two are equally good. That equality comes from the chosen ratio $F^2=5\zeta$. In the LS basis the $J=0$ diagonal elements differ by $3F^2/5+\zeta$, and the coupling has magnitude $\sqrt2\,\zeta$. Transforming the Coulomb energies with $A$ gives a difference $F^2/5+3\zeta$ and a coupling $\sqrt2\,F^2/5$ in the jj basis. Both pairs of quantities coincide when $F^2=5\zeta$.

If $\zeta\ll F^2$, the off-diagonal elements in (16) are small compared with the term separations and LS coupling is recovered. If $\zeta\gg F^2$, the levels gather around the pair energies $-2\zeta$, $-\zeta/2$ and $\zeta$, and the Coulomb repulsion splits the two upper groups to first order, while the lowest group is the single level $(1/2,1/2)$ with $J=0$. For the $(3/2,1/2)$ pair the shifts are $-F^2/5$ for $J=1$ and $\tfrac13(-F^2/5)+\tfrac23(F^2/25)=-F^2/25$ for $J=2$. Without the factor $\sqrt2$ both would be halved.

Equation (15) needs the common radial function assumed above. Suppose instead that the jj orbitals have radial functions $u_j(r)$ that depend on $j$, while the LS state is built from one function $u(r)$. With two-component orbitals, each electron then contributes an integral $o_j=\int u\,u_j\,dr$, and the overlap becomes $A\,o_{j_1}o_{j_2}$. If some $|o_j|<1$, the squares in a row that contains that subshell no longer add up to 1. This loss is physical: part of the LS state lies outside the space of the chosen jj orbitals. It cannot be repaired by changing $N$, which accounts for exchange alone.

## Computed values

```
max |explicit - formula|, equivalent l=1,2,3: 3.3e-16 (102 elements)
max |explicit - formula|, inequivalent pp',sp,pd: 2.2e-16 (72 elements)
inputs: F2 = 0.20 hartree, zeta = 0.04 hartree
subshell p3/2 spin-orbit energy: 0.0200 hartree
subshell p1/2 spin-orbit energy: -0.0400 hartree
elements: term pair | 9j | product of (2x+1) | T | A | A^2
3P0 (3/2,3/2) | -sqrt(3)/36 | 144 | -0.577350 | -0.577350 | 0.333333
3P0 (1/2,1/2) | sqrt(6)/18 | 36 | 0.816497 | 0.816497 | 0.666667
1S0 (3/2,3/2) | sqrt(6)/12 | 16 | 0.816497 | 0.816497 | 0.666667
1S0 (1/2,1/2) | sqrt(3)/6 | 4 | 0.577350 | 0.577350 | 0.333333
3P1 (3/2,1/2) | 1/12 | 72 | 0.707107 | 1.000000 | 1.000000
3P2 (3/2,3/2) | sqrt(6)/36 | 144 | 0.816497 | 0.816497 | 0.666667
3P2 (3/2,1/2) | -sqrt(3)/36 | 72 | -0.408248 | -0.577350 | 0.333333
1D2 (3/2,3/2) | sqrt(15)/60 | 80 | 0.577350 | 0.577350 | 0.333333
1D2 (3/2,1/2) | sqrt(30)/60 | 40 | 0.577350 | 0.816497 | 0.666667
row norm squared 3P0: without sqrt2 1.000000, with 1.000000
row norm squared 1S0: without sqrt2 1.000000, with 1.000000
J=0 spin-orbit matrix in LS order 3P0,1S0, hartree: -0.040000 -0.056569 ; -0.056569 0.000000
level J=0: -0.097980 hartree | 3P0 0.9082 1S0 0.0918 | (3/2,3/2) 0.0918 (1/2,1/2) 0.9082
level J=0: 0.097980 hartree | 3P0 0.0918 1S0 0.9082 | (3/2,3/2) 0.9082 (1/2,1/2) 0.0918
row norm squared 3P1: without sqrt2 0.500000, with 1.000000
J=1 spin-orbit matrix in LS order 3P1, hartree: -0.020000
level J=1: -0.060000 hartree | 3P1 1.0000 | (3/2,1/2) 1.0000
row norm squared 3P2: without sqrt2 0.833333, with 1.000000
row norm squared 1D2: without sqrt2 0.666667, with 1.000000
J=2 spin-orbit matrix in LS order 3P2,1D2, hartree: 0.020000 0.028284 ; 0.028284 -0.000000
level J=2: -0.037559 hartree | 3P2 0.7218 1D2 0.2782 | (3/2,3/2) 0.1515 (3/2,1/2) 0.8485
level J=2: 0.025559 hartree | 3P2 0.2782 1D2 0.7218 | (3/2,3/2) 0.8485 (3/2,1/2) 0.1515
Coulomb energy of 3P: -0.0400 hartree
Coulomb energy of 1D: 0.0080 hartree
Coulomb energy of 1S: 0.0800 hartree
max |J-block level - 15-determinant level|: 2.8e-17 hartree
highest minus lowest level: 0.195959 hartree = 5.3323 eV
```
